**Average adsorption rate with randomly occupied neighbours**

An empty site has four neighbours, each occupied with probability 1/2, and each occupied neighbour raises the adsorption barrier by w = a·kT with a = 2. The average of the local rates k₀·exp(−a·n), where n is the number of occupied neighbours, is cosh⁴(a/2) = 5.67 times the rate at the mean barrier. The program asserts this by enumerating all neighbour configurations and by averaging over a large random lattice; it also asserts that the ratio is 1 for a striped half-filled lattice. Further assertions cover the formula at other coverages, interactions and neighbour numbers, the weak-interaction limit, and the rate-weighted mean of n. A stochastic simulation with repeated mixing agrees within 3 % with the integrated filling time. For the example at 473 K and 0.10 Torr, the output gives 7.7 ms to half coverage with local rates and 31.7 ms with the mean barrier. If the adsorbed molecules cannot move, the simulated time is 35 ms, and the empty sites have on average 3.12 occupied neighbours instead of 2.

## Check in Python

```python
"""Adsorption with a barrier that depends on occupied neighbours.

Result under test: an empty site has z = 4 neighbours, each occupied
independently with probability theta = 1/2. Each occupied neighbour adds
w = a*k*T to the barrier, with a = 2. The average of the local rates,
divided by the rate at the mean barrier, is cosh(a/2)**4 = 5.67.

Symbols: n = number of occupied neighbours; k0 = rate at n = 0;
local rate = k0*exp(-a*n). Rates are per empty site.
"""
from itertools import product
from math import comb, cosh, exp, log, pi, sqrt

import numpy as np
from scipy import constants as const
from scipy.integrate import quad

Z = 4
A = 2.0
HALF = 0.5


def enumerate_shells(a, theta, z):
    """Average rate/k0, mean n and rate-weighted n from all configurations."""
    rate = mean_n = weighted_n = 0.0
    for shell in product((0, 1), repeat=z):
        probability = 1.0
        for occupied in shell:
            probability *= theta if occupied else 1.0 - theta
        n = sum(shell)
        local = exp(-a * n)
        rate += probability * local
        mean_n += probability * n
        weighted_n += probability * n * local
    return rate, mean_n, weighted_n / rate


def lattice_averages(occ, length):
    """Same averages over the empty sites of a square lattice.

    The lattice is stored as one line with helical periodic boundaries.
    """
    n = sum(np.roll(occ, shift).astype(int)
            for shift in (1, -1, length, -length))
    n_empty = n[occ == 0]
    local = np.exp(-A * n_empty)
    return (local.mean(), n_empty.mean(),
            (n_empty * local).sum() / local.sum())


def simulate_filling(length, mix_every, seed):
    """Fill an empty lattice to one half; return k0*time and the lattice.

    Each trial picks a site at random and advances k0*time by 1/sites.
    If mix_every > 0, the layer is shuffled after that many adsorptions.
    """
    rng = np.random.default_rng(seed)
    sites = length * length
    occ = bytearray(sites)
    accept = [exp(-A * n) for n in range(Z + 1)]
    filled = trials = 0
    while True:
        picks = rng.integers(sites, size=50000).tolist()
        draws = rng.random(50000).tolist()
        for s, u in zip(picks, draws):
            trials += 1
            if occ[s]:
                continue
            n = (occ[(s + 1) % sites] + occ[s - 1]
                 + occ[(s + length) % sites] + occ[s - length])
            if u < accept[n]:
                occ[s] = 1
                filled += 1
                if 2 * filled >= sites:
                    return trials / sites, np.frombuffer(bytes(occ), np.uint8)
                if mix_every and filled % mix_every == 0:
                    layer = np.frombuffer(bytes(occ), np.uint8)
                    occ = bytearray(rng.permutation(layer).tobytes())


# Central result: enumeration against the closed formulas.
avg_rate, mean_n, weighted_n = enumerate_shells(A, HALF, Z)
mean_barrier_rate = exp(-A * mean_n)
ratio = avg_rate / mean_barrier_rate
assert abs(avg_rate - ((1 + exp(-A)) / 2) ** Z) < 1e-13
assert abs(ratio - cosh(A / 2) ** Z) < 1e-11
assert round(ratio, 1) == 5.7
assert abs(weighted_n - Z * exp(-A) / (1 + exp(-A))) < 1e-12

# General coverage, interaction and number of neighbours.
for a, theta, z in ((1.3, 0.3, 6), (2.0, 0.8, 4), (-0.7, 0.4, 3)):
    rate, n_bar, _ = enumerate_shells(a, theta, z)
    formula = (1 - theta + theta * exp(-a)) ** z * exp(a * z * theta)
    assert abs(rate / exp(-a * n_bar) - formula) < 1e-10 * formula
    assert formula > 1

# The Gaussian estimate must hold for weak interaction and fail at a = 2.
weak = 0.1
weak_rate, weak_n, _ = enumerate_shells(weak, HALF, Z)
weak_log_ratio = log(weak_rate) + weak * weak_n
assert abs(weak_log_ratio / (Z * weak**2 / 8) - 1) < 1e-3
gaussian_ratio = exp(Z * A**2 / 8)
assert gaussian_ratio > 1.2 * ratio

# A large random half-filled lattice; tolerance covers sampling noise.
big = 1000
ordered = (np.arange(big * big) % 2).astype(np.uint8)
random_layer = np.random.default_rng(11).permutation(ordered)
lat_rate, lat_n, lat_weighted = lattice_averages(random_layer, big)
lat_ratio = lat_rate / exp(-A * lat_n)
assert abs(lat_rate / avg_rate - 1) < 0.03
assert abs(lat_ratio / ratio - 1) < 0.03
assert abs(lat_weighted - weighted_n) < 0.02

# Stripes are also half-filled, but every empty site has n = 2.
stripe_rate, stripe_n, _ = lattice_averages(ordered, big)
stripe_ratio = stripe_rate / exp(-A * stripe_n)
assert abs(stripe_n - 2) < 1e-12 and abs(stripe_ratio - 1) < 1e-10

# Filling from zero to half coverage, in units of 1/k0.
tau_local = quad(lambda q: 1 / ((1 - q) * (1 - q + q * exp(-A)) ** Z),
                 0, HALF)[0]
tau_mean = quad(lambda q: exp(A * Z * q) / (1 - q), 0, HALF)[0]
side = 300
tau_mixed, _ = simulate_filling(side, 45, 5)
tau_frozen, frozen_layer = simulate_filling(side, 0, 6)
# Sampling noise is just below 1 percent for this lattice size.
assert abs(tau_mixed / tau_local - 1) < 0.03
frozen_rate, frozen_n, _ = lattice_averages(frozen_layer, side)
frozen_ratio = frozen_rate / exp(-A * frozen_n)
assert frozen_n > 2 and frozen_rate < avg_rate
assert tau_frozen > tau_local

# Example: rough values for a trimethylaluminium-like precursor pulse.
temperature = 473.0
pressure_torr = 0.1
sites_per_nm2 = 4.0
bare_barrier_ev = 0.20
mass_u = 26.982 + 3 * 12.011 + 9 * 1.008
kT = const.k * temperature
kT_ev = kT / const.e
w_ev = A * kT_ev
mass = mass_u * const.atomic_mass
flux = pressure_torr * const.torr / sqrt(2 * pi * mass * kT)
hits_per_site = flux / (sites_per_nm2 * 1e18)
activation = exp(-bare_barrier_ev / kT_ev)
k0 = hits_per_site * activation
effective_rise = -log(avg_rate)

# Neglected effects for the same example.
ratio_at = {}
for other_T in (423.0, 573.0):
    a_T = w_ev * const.e / (const.k * other_T)
    r_T, n_T, _ = enumerate_shells(a_T, HALF, Z)
    ratio_at[other_T] = r_T / exp(-a_T * n_T)
assert ratio_at[423.0] > ratio > ratio_at[573.0]
blocked_rate = HALF ** Z
desorption_barrier_ev = 1.5
attempt_frequency = 1e13
desorption = attempt_frequency * exp(-desorption_barrier_ev / kT_ev)

print("CENTRAL RESULT (dimensionless)")
print(f"mean occupied neighbours: {mean_n:.3f}")
print(f"average local rate / k0: {avg_rate:.5f}")
print(f"mean-barrier rate / k0: {mean_barrier_rate:.5f}")
print(f"ratio of the two rates: {ratio:.4f}")
print("n, probability, local rate/k0, share of total rate:")
for n in range(Z + 1):
    p_n = comb(Z, n) / 2**Z
    local = exp(-A * n)
    print(f"  {n}  {p_n:.4f}  {local:.6f}  {p_n * local / avg_rate:.4f}")
print(f"rate-weighted occupied neighbours: {weighted_n:.4f}")
print(f"effective barrier rise: {effective_rise:.4f} kT")
print(f"Gaussian estimate of ratio: {gaussian_ratio:.3f}")
print(f"random lattice, ratio: {lat_ratio:.3f}")
print(f"striped lattice, ratio: {stripe_ratio:.3f}")
print("EXAMPLE")
print(f"temperature: {temperature:.0f} K")
print(f"pressure: {pressure_torr:.2f} Torr")
print(f"site density: {sites_per_nm2:.1f} per nm2")
print(f"molecular mass: {mass_u:.2f} u")
print(f"bare barrier: {bare_barrier_ev:.2f} eV")
print(f"kT: {kT_ev:.5f} eV")
print(f"barrier increment w: {w_ev:.4f} eV")
print(f"mean barrier rise: {mean_n * w_ev:.4f} eV")
print(f"effective barrier rise: {effective_rise * kT_ev:.4f} eV")
print(f"impingement flux: {flux:.3e} per m2 per s")
print(f"impingement rate per site: {hits_per_site:.3e} per s")
print(f"bare activation factor: {activation:.3e}")
print(f"k0: {k0:.1f} per s")
print(f"average local rate at half coverage: {k0 * avg_rate:.2f} per s")
print(f"mean-barrier rate: {k0 * mean_barrier_rate:.2f} per s")
print("FILLING FROM ZERO TO HALF COVERAGE")
print(f"k0*time, local rates: {tau_local:.3f}")
print(f"k0*time, mixed simulation: {tau_mixed:.3f}")
print(f"k0*time, mean barrier: {tau_mean:.3f}")
print(f"time, local rates: {1e3 * tau_local / k0:.2f} ms")
print(f"time, mean barrier: {1e3 * tau_mean / k0:.2f} ms")
print(f"time ratio: {tau_mean / tau_local:.2f}")
print(f"exposure, local rates: {pressure_torr * tau_local / k0:.2e} Torr s")
print(f"exposure, mean barrier: {pressure_torr * tau_mean / k0:.2e} Torr s")
print("NEGLECTED EFFECTS")
print(f"immobile layer, mean occupied neighbours: {frozen_n:.3f}")
print(f"immobile layer, average rate / k0: {frozen_rate:.4f}")
print(f"immobile layer, ratio to own mean barrier: {frozen_ratio:.2f}")
print(f"immobile layer, k0*time to half: {tau_frozen:.3f}")
print(f"immobile layer, time to half: {1e3 * tau_frozen / k0:.2f} ms")
print(f"full blocking, average rate / k0: {blocked_rate:.4f}")
print(f"full blocking, rate loss: {100 * (1 - blocked_rate / avg_rate):.1f} %")
for other_T, value in ratio_at.items():
    print(f"ratio at {other_T:.0f} K with w fixed in eV: {value:.2f}")
print(f"desorption barrier: {desorption_barrier_ev:.1f} eV, "
      f"attempts: {attempt_frequency:.0e} per s")
print(f"desorption rate: {desorption:.2e} per s")
print(f"desorption / adsorption rate: {desorption / (k0 * avg_rate):.1e}")
print("all tests passed")
```

Printed output:

```
CENTRAL RESULT (dimensionless)
mean occupied neighbours: 2.000
average local rate / k0: 0.10384
mean-barrier rate / k0: 0.01832
ratio of the two rates: 5.6696
n, probability, local rate/k0, share of total rate:
  0  0.0625  1.000000  0.6019
  1  0.2500  0.135335  0.3258
  2  0.3750  0.018316  0.0661
  3  0.2500  0.002479  0.0060
  4  0.0625  0.000335  0.0002
rate-weighted occupied neighbours: 0.4768
effective barrier rise: 2.2649 kT
Gaussian estimate of ratio: 7.389
random lattice, ratio: 5.666
striped lattice, ratio: 1.000
EXAMPLE
temperature: 473 K
pressure: 0.10 Torr
site density: 4.0 per nm2
molecular mass: 72.09 u
bare barrier: 0.20 eV
kT: 0.04076 eV
barrier increment w: 0.0815 eV
mean barrier rise: 0.1630 eV
effective barrier rise: 0.0923 eV
impingement flux: 1.902e+23 per m2 per s
impingement rate per site: 4.756e+04 per s
bare activation factor: 7.396e-03
k0: 351.8 per s
average local rate at half coverage: 36.53 per s
mean-barrier rate: 6.44 per s
FILLING FROM ZERO TO HALF COVERAGE
k0*time, local rates: 2.701
k0*time, mixed simulation: 2.693
k0*time, mean barrier: 11.154
time, local rates: 7.68 ms
time, mean barrier: 31.71 ms
time ratio: 4.13
exposure, local rates: 7.68e-04 Torr s
exposure, mean barrier: 3.17e-03 Torr s
NEGLECTED EFFECTS
immobile layer, mean occupied neighbours: 3.123
immobile layer, average rate / k0: 0.0088
immobile layer, ratio to own mean barrier: 4.56
immobile layer, k0*time to half: 12.232
immobile layer, time to half: 34.77 ms
full blocking, average rate / k0: 0.0625
full blocking, rate loss: 39.8 %
ratio at 423 K with w fixed in eV: 8.22
ratio at 573 K with w fixed in eV: 3.43
desorption barrier: 1.5 eV, attempts: 1e+13 per s
desorption rate: 1.04e-03 per s
desorption / adsorption rate: 2.9e-05
all tests passed
```
